# Electron lifetimes from the Fan-Migdal self-energy and golden-rule scattering rates, part 2

The problem is the phonon-limited lifetime of an electron state \(k\) in a crystal of \(N\) cells. Energies are measured from the chemical potential, and \(\beta=1/k_BT\). The Hamiltonian is \(H=H_0+V+V_2\), with electron energies \(\varepsilon_k\), phonon frequencies \(\omega_q>0\) and operators \(c_k\), \(b_q\), \(A_q=b_q+b^\dagger_{-q}\). \(V\) is linear in \(A_q\) with coupling \(g(k,q)\), an energy; \(V_2\) is quadratic with real coefficient \(d(k,q)\sim g^2\).

Write \(\varepsilon'=\varepsilon_{k+q}\), \(f(\varepsilon)=1/(e^{\beta\varepsilon}+1)\), \(f'=f(\varepsilon')\), \(n_q=1/(e^{\beta\hbar\omega_q}-1)\), \(x_-=\varepsilon_k-\varepsilon'-\hbar\omega_{-q}\), \(x_+=\varepsilon_k-\varepsilon'+\hbar\omega_q\) and \(L_\eta(x)=\frac1\pi\frac{\eta}{x^2+\eta^2}\), with broadening \(\eta\).

The Green function \(G_k(z)=1/(z-\varepsilon_k-\Sigma_k)\) is the transform \(-\frac i\hbar\int_0^\infty dt\,e^{izt/\hbar}F(t)\) of \(F(t)=\langle\{c_k(t),c_k^\dagger\}\rangle\). For \(F(t)=e^{-iEt/\hbar}\),

\[
-\frac i\hbar\int_0^\infty dt\,e^{i(z-E)t/\hbar}=-\frac i\hbar\cdot\frac{-\hbar}{i(z-E)}=\frac1{z-E}.
\tag{3}
\]

With \(j=[c_k,V]=\frac1{\sqrt N}\sum_qg(k,q)^*c_{k+q}A_q^\dagger\), second order gives

\[
\Sigma^{\rm FM}_k(z)=\frac1N\sum_q|g(k,q)|^2\left[\frac{1-f'+n_{-q}}{z-\varepsilon'-\hbar\omega_{-q}}+\frac{f'+n_q}{z-\varepsilon'+\hbar\omega_q}\right].
\tag{8}
\]

\(\Sigma_k\) also contains real static terms (A.4), which carry no rate: Debye-Waller, from \(d\), and the tadpole

\[
S_{\rm tad}=-\frac{2g(k,0)}{N\hbar\omega_0}\sum_{k'}g(k',0)f(\varepsilon_{k'}).
\]

The rates at which a filled \(k\) empties and an empty \(k\) refills are

\[
\Gamma_{\rm out}=\frac{2\pi}{\hbar N}\sum_{q\ne0}|g|^2(1-f')\big[(n_{-q}+1)L_\eta(x_-)+n_qL_\eta(x_+)\big],
\tag{10a}
\]
\[
\Gamma_{\rm in}=\frac{2\pi}{\hbar N}\sum_{q\ne0}|g|^2f'\big[n_{-q}L_\eta(x_-)+(n_q+1)L_\eta(x_+)\big].
\tag{10b}
\]

With \(\eta\to0\) taken after \(N\to\infty\),

\[
-\frac{2}{\hbar}\operatorname{Im}\Sigma_k(\varepsilon_k+i0)=\Gamma_{\rm out}+\Gamma_{\rm in}\equiv\Gamma ,
\tag{1}
\]

The final listing includes an earlier check of these results on a three-site ring with three phonon modes and \(H_0+\kappa V+\kappa^2V_2\); its values are coefficients of \(\kappa^2\), printed as `lam^2`.

## A.7 What the summed rate measures

A state with occupation \(f_k\), everything else being thermal, is the mixture of the filled case with weight \(f_k\) and the empty case with weight \(1-f_k\). The evolution is linear in the density operator, so at order \(g^2\)

\[
\frac{df_k}{dt}=-f_k\Gamma_{\rm out}+(1-f_k)\Gamma_{\rm in}=\Gamma_{\rm in}-f_k\Gamma .
\]

The rates (10) do not contain \(f_k\). A deviation \(\delta f_k\) from the stationary value therefore obeys \(d\,\delta f_k/dt=-\Gamma\,\delta f_k\): an extra electron in \(k\) both scatters out and blocks the scattering in. This holds while all other occupations are kept thermal. In a current-carrying state the states \(k+q\) are perturbed as well, \(f'\) changes in (10), and \(1/\Gamma\) is in general not the transport relaxation time. An exception is a constant \(g\) and \(\omega\) with a band even in \(k\), where a change of \(f'\) odd in the final momentum cancels between the final states \(\pm k'\).

In equilibrium and for \(\eta\to0\) the two rates are tied together. The definitions give \(f/(1-f)=e^{-\beta\varepsilon}\) and \((n+1)/n=e^{\beta\hbar\omega}\). For the pair of channels at \(x_-=0\),

\[
\frac{f(\varepsilon_k)(1-f')(n+1)}{(1-f(\varepsilon_k))f'n}=e^{-\beta\varepsilon_k}e^{\beta\varepsilon'}e^{\beta\hbar\omega}=e^{-\beta x_-}=1,
\]

and for the pair at \(x_+=0\) the Bose ratio is inverted and the product is \(e^{-\beta x_+}=1\). Summing over channels gives \(f(\varepsilon_k)\Gamma_{\rm out}=(1-f(\varepsilon_k))\Gamma_{\rm in}\), and adding \(f(\varepsilon_k)\Gamma_{\rm in}\) to both sides gives

\[
\Gamma_{\rm in}=f(\varepsilon_k)\,\Gamma,\qquad\Gamma_{\rm out}=\big(1-f(\varepsilon_k)\big)\Gamma .
\tag{11}
\]

Out-scattering alone reproduces \(\Gamma\) many \(k_BT\) above the chemical potential, gives half of it at the chemical potential and an exponentially small part of it far below. At finite \(\eta\) the Lorentzians admit \(x_\pm\ne0\), where the ratios above differ from one, so in general (11) holds only in the limit. An exception is \(\varepsilon_k=0\) with constant \(g\) and \(\omega\) and an even density of states, where \(\varepsilon'\to-\varepsilon'\) exchanges (10a) and (10b) and the two rates are equal at any \(\eta\).

The factor 2 in (1) separates amplitude from probability. Write \(\Sigma(E+i0)=R(E)-i\gamma(E)\). If \(R\) and \(\gamma\) are constant, \(G=1/(z-\varepsilon_k-R+i\gamma)\), and (3) with complex \(E\) identifies \(F(t)=e^{-i(\varepsilon_k+R)t/\hbar}e^{-\gamma t/\hbar}\). The amplitude decays at \(\gamma/\hbar\) and \(|F|^2\) at \(2\gamma/\hbar=\Gamma\). The spectral function \(-\operatorname{Im}G/\pi\) is \(L_\gamma(E-\varepsilon_k-R)\), whose full width at half maximum is \(2\gamma=\hbar\Gamma\).

One case can be solved without assuming exponential decay. Take a single electron at \(T=0\) with constant \(g\) and \(\omega_0\), and keep only the state \(|k\rangle\) without phonons and the states \(|q\rangle\) with one phonon and energy \(E_q=\varepsilon_{k+q}+\hbar\omega_0\). The resolvent equations are \((z-\varepsilon_k)G=1+\sum_q(g/\sqrt N)G_q\) and \((z-E_q)G_q=(g/\sqrt N)G\). Eliminating \(G_q\) gives \(\Sigma=(g^2/N)\sum_q1/(z-E_q)\) exactly, which is (8) with \(f'=n=0\). For the chain \(\varepsilon=-2t\cos k\), set \(y=z-\hbar\omega_0\) and \(w=e^{ik}\), so that

\[
\int_0^{2\pi}\frac{dk}{2\pi}\frac1{y+2t\cos k}=\oint\frac{dw}{2\pi i}\frac1{tw^2+yw+t}=\frac1{t(w_{\rm in}-w_{\rm out})}=\frac1{\sqrt{y^2-4t^2}} .
\]

The two roots of the quadratic have product one, one lies inside the unit circle, and the branch of the root is the one that behaves as \(y\) at large \(|y|\). For real \(|y|<2t\) approached from above the result is \(-i/\sqrt{4t^2-y^2}\), so \(R=0\) inside the band and the corrections derived next, which are proportional to \(R\) and \(R'\), are absent. With the parameters of A.8, \(\varepsilon_k=0\) and 1200 sites, diagonalization and a fit of \(\ln|F|^2\) before the recurrence give \(\hbar\times\text{rate}=10.003\) meV, against the golden-rule value \(10.003\) meV. The agreement is asserted to 0.5% of the latter.

When \(R\) and \(\gamma\) vary with \(E\), the line width departs from the on-shell \(\hbar\Gamma\). Let \(E^*\) solve \(E^*=\varepsilon_k+R(E^*)\), so \(E^*\approx\varepsilon_k+R(\varepsilon_k)\). With \(x=E-E^*\), expand \(E-\varepsilon_k-R(E)\approx x/Z\), \(Z=1/(1-R')\), and \(\gamma\approx\gamma^*+\gamma'x\). The curvature terms are of relative size \(R''x\) and \(\gamma''x^2/\gamma\), and both are of order \(g^4\) because \(x\sim\gamma\sim g^2\). With \(u=x/(Z\gamma^*)\) and \(a=Z\gamma'\sim g^2\), the line shape is proportional to

\[
\frac{1+au}{u^2+(1+au)^2}\approx\frac1{1+u^2}\left[1+au-\frac{2au}{1+u^2}\right].
\]

The correction of first order in \(a\) vanishes at \(u=0\), so the peak height changes only at order \(a^2\), and it vanishes at \(u=\pm1\), so the half-maximum points stay there. The width is \(2Z\gamma(E^*)\). With \(Z\approx1+R'\) and \(\gamma(E^*)\approx\gamma(\varepsilon_k)+R\gamma'\),

\[
\frac{\rm FWHM}{\hbar\Gamma}-1\approx R'+R\,\frac{\Gamma'}{\Gamma},
\tag{12}
\]

where \(\Gamma'/\Gamma=\gamma'/\gamma\) at \(\varepsilon_k\). Equation (12) describes the line built from the second-order self-energy. The \(g^4\) part of \(\Sigma\), which is not computed here, changes the width at the same relative order \(g^2\), so (12) is not the complete correction. It does not bound the remainder either, because terms of the same order in \(g\) can have much larger coefficients (see A.8).

## A.8 Worked example

The model is the chain \(\varepsilon_k=-2t\cos k\) with unit lattice constant, \(t=1000\) meV, \(\mu=0\), an Einstein phonon \(\hbar\omega_0=50\) meV, constant \(g=100\) meV, \(T=300\) K and \(\varepsilon_k=30\) meV (\(k=1.5858\) rad). These are round model parameters. For constant \(g\) the tadpole term is independent of \(k\) and is absorbed into \(\mu\), and \(d=0\). The chain serves only to evaluate the second-order formulas, and possible instabilities of the half-filled chain are not examined. The digits below allow an implementation to be checked and are not a prediction of the line width of this Hamiltonian. The \(g^4\) part of \(\Sigma\) contains the shift of the phonon energy by the electrons. At \(q=\pi\), where \(\varepsilon_{k+\pi}=-\varepsilon_k\), its static first-order value is \(-(g^2/N)\sum_k\tanh(\beta\varepsilon_k/2)/(2\varepsilon_k)\), about \(-8\) meV for one spin direction, which is not small compared with \(\hbar\omega_0=50\) meV. The total \(g^4\) correction to the width is not computed here.

For \(N\to\infty\), \(N^{-1}\sum_q\to\int dk'/2\pi\). The condition \(\varepsilon_{k'}=E\) has two roots \(\pm k_f\), each contributing \(1/|d\varepsilon/dk|\) with \(|d\varepsilon/dk|=2t|\sin k_f|=\sqrt{4t^2-E^2}\). The density of states per site and spin is \(\rho(E)=1/(\pi\sqrt{4t^2-E^2})\). The condition \(x_-=0\) places the final state at \(\varepsilon_k-\hbar\omega_0=-20\) meV, and \(x_+=0\) places it at \(+80\) meV.

The inputs are \(k_BT=25.852\) meV, \(n=0.16898\), \(f(-20\text{ meV})=0.68431\), \(f(80\text{ meV})=0.04333\), and \(\rho=1.59163\times10^{-4}\) and \(1.59282\times10^{-4}\) meV\(^{-1}\) at the two final energies. The prefactors \(2\pi g^2\rho\) are \(10.0005\) and \(10.0080\) meV. The four channels of \(\hbar\Gamma\), in meV, are

\[
\begin{aligned}
\text{out, emission:}\quad&10.0005\,(1-0.68431)(1.16898)=3.691,\\
\text{out, absorption:}\quad&10.0080\,(1-0.04333)(0.16898)=1.618,\\
\text{in, absorption:}\quad&10.0005\,(0.68431)(0.16898)=1.156,\\
\text{in, emission:}\quad&10.0080\,(0.04333)(1.16898)=0.507.
\end{aligned}
\]

Thus \(\hbar\Gamma_{\rm out}=5.309\) meV, \(\hbar\Gamma_{\rm in}=1.663\) meV and \(\hbar\Gamma=6.972\) meV. The weights of (8) give the same total: \(10.0005\,(1-0.68431+0.16898)+10.0080\,(0.04333+0.16898)=4.847+2.125=6.972\) meV. The ratio \(\Gamma_{\rm in}/\Gamma=0.23859\) equals \(f(\varepsilon_k)=0.23859\), as (11) requires. With \(\hbar=0.658212\) meV ps, \(\Gamma=10.59\) ps\(^{-1}\) and \(\tau=1/\Gamma=94.4\) fs. Out-scattering alone gives \(94.41/(1-0.23859)=124.0\) fs, which is 31% longer than \(\tau\).

The independent evaluation sums (8) on a uniform grid at finite \(\eta\). It gives \(-2\operatorname{Im}\Sigma=7.289\), \(7.134\) and \(7.054\) meV at \(\eta=4\), \(2\) and \(1\) meV. The excess over \(6.972\) meV is nearly linear in \(\eta\), for the following reason. The function \(\Sigma(z)\) is analytic for \(\operatorname{Im}z>0\), and where its boundary value is smooth, \(\Sigma(E+i\eta)\approx\Sigma(E)+i\eta(R'-i\gamma')\). The imaginary part gives

\[
-2\operatorname{Im}\Sigma(E+i\eta)\approx\hbar\Gamma-2\eta R' .
\tag{13}
\]

With \(R'=-0.0413\) the predicted excess at \(\eta=1\) meV is \(0.083\) meV, and the printed values differ by \(7.0537-6.9719=0.082\) meV, or 1.2% of \(\hbar\Gamma\). At \(\eta=4\) meV the excess is 4.5% of \(\hbar\Gamma\). The cubic through four equally spaced broadenings \(h,2h,3h,4h\), evaluated at zero, has the Lagrange weights \(\prod_{j\ne i}j/(j-i)=4,-6,4,-1\). With \(h=1\) meV it gives \(\operatorname{Im}\Sigma=-3.486\) meV and \(-2\operatorname{Im}\Sigma=6.972\) meV, asserted to agree with the golden-rule sum to \(10^{-4}\) of that sum.

For the line width, \(R=-1.519\) meV, \(Z=0.960\) and \(\Gamma'/\Gamma=0.00969\) meV\(^{-1}\), so (12) predicts \(-0.0413-1.519\times0.00969=-0.0560\). The width found numerically is \(6.59\) meV, a deviation of \(-0.0548\) relative to \(\hbar\Gamma\). Scaling \(g^2\) by \(0.25\) and \(0.0625\) reduces the deviation to \(-0.0139\) and \(-0.0035\). The program asserts that the last value, divided by \(0.0625\), matches (12) within 5% and that the last two are in a ratio near four. The coupling constant \(\lambda=2g^2\rho(0)/\hbar\omega_0=0.064\) is larger than \(|R'|\). The equality \(R'=-\lambda\) belongs to \(T=0\), \(E=\mu\) and a wide band with constant density of states, where differentiating (8) gives \(-g^2\rho\int_0^\infty d\varepsilon\,2/(\varepsilon+\hbar\omega_0)^2=-\lambda\). The present state has neither that temperature nor that energy.

Other energies and temperatures give the following values, with energies in meV.

| \(T\) (K) | \(\varepsilon_k\) | \(\hbar\Gamma_{\rm out}\) | \(\hbar\Gamma_{\rm in}\) | \(-2\operatorname{Im}\Sigma\) |
|---|---|---|---|---|
| 300 | −100 | 0.249 | 11.906 | 12.155 |
| 300 | −30 | 1.663 | 5.309 | 6.972 |
| 300 | 0 | 2.954 | 2.954 | 5.908 |
| 300 | 100 | 11.906 | 0.249 | 12.155 |
| 10 | −100 | 0.000 | 10.003 | 10.003 |
| 10 | 30 | 0.000 | 0.000 | 0.000 |
| 10 | 100 | 10.003 | 0.000 | 10.003 |

For every row the program asserts (11) and the agreement of the last column, from the extrapolated grid sum, with the sum of the two rates. The exchange of columns under \(\varepsilon_k\to-\varepsilon_k\) is a property of this model: \(\rho\) is even and \(1-f(-E)=f(E)\), so out-emission from \(-\varepsilon_k\) has the weight \(\rho(\varepsilon_k+\hbar\omega_0)f(\varepsilon_k+\hbar\omega_0)(n+1)\) of in-emission to \(\varepsilon_k\), and the absorption channels pair in the same way.

As \(T\to0\), \(n\to0\) and \(f\) becomes a step, so

\[
\hbar\Gamma\to2\pi g^2\big[\rho(\varepsilon_k-\hbar\omega_0)\,\theta(\varepsilon_k-\hbar\omega_0)+\rho(\varepsilon_k+\hbar\omega_0)\,\theta(-\varepsilon_k-\hbar\omega_0)\big].
\]

A hole at \(-100\) meV is filled from \(-50\) meV with emission of a phonon, and its whole width is refilling. A code that used (10a) alone would assign it a practically infinite lifetime. For \(|\varepsilon_k|<\hbar\omega_0\) both step functions vanish, since emission would end in a filled state and refilling would start from an empty one. The zero in that window is a second-order statement for an Einstein phonon, and the rate entries 0.000 at 10 K are rounded, exponentially small numbers. The 0.000 in the last column is the extrapolated grid sum, which is asserted only to lie within \(10^{-3}\) meV of the sum of the rates. The program and its full output follow this appendix.

## A.9 Form for implementation and conditions of use

With band labels \(n,m\) and branch label \(\nu\), the operator \(j\) acquires sums over \(m\) and \(\nu\). The free averages are diagonal in both labels, so no cross terms arise. With \(\omega_{-q\nu}=\omega_{q\nu}\), and with \(n_{q\nu}\) still denoting the Bose factor,

\[
\Gamma_{nk}=\frac{2\pi}{\hbar N}\sum_{m,q,\nu}|g_{mn\nu}(k,q)|^2\Big[(1-f_{m,k+q}+n_{q\nu})\,\delta(\varepsilon_{nk}-\varepsilon_{m,k+q}-\hbar\omega_{q\nu})
+(f_{m,k+q}+n_{q\nu})\,\delta(\varepsilon_{nk}-\varepsilon_{m,k+q}+\hbar\omega_{q\nu})\Big].
\tag{14}
\]

For spin-diagonal coupling the final state has the spin of the initial state and no spin factor appears. Terms with \(q=0\) and \(m\ne n\) change the occupation of \(nk\) and are ordinary scattering terms. The derivation assumed \(\omega_q>0\) and bounded \(g\). On acoustic branches \(\omega_{q\nu}\to0\) and \(n_{q\nu}\approx k_BT/\hbar\omega_{q\nu}\propto1/q\) as \(q\to0\). In three dimensions, for an electron faster than sound, the delta functions leave \(\int q\,dq\,|g|^2n_q\) at small \(q\). This converges for deformation-potential coupling, \(|g|^2\propto q\), but diverges logarithmically for unscreened piezoelectric coupling, \(|g|^2\propto1/q\). In that case the broadened rate grows as \(\ln(1/\eta)\) at \(T>0\), and (1) and (14) have no \(\eta\to0\) limit. For degenerate bands the sum of the \(\Gamma_{nk}\) is a trace over the degenerate subspace and does not depend on the basis chosen there. If the degenerate states span one irreducible representation of the group of \(k\) and the \(q\) sum respects that symmetry, the matrix whose diagonal elements are the \(\Gamma_{nk}\) commutes with the representation and by Schur's lemma is proportional to the identity, so the individual rates are equal in every basis. For an accidental degeneracy, or a \(q\) grid that breaks the symmetry, the individual rates can depend on the basis.

On a finite grid the imaginary part of the sum (8) is a finite set of Lorentzians, and at fixed \(N\) it tends to zero as \(\eta\to0\) unless some \(x_\pm\) vanishes exactly. The broadening must therefore exceed the spacing of the sampled values of \(x_\pm\) near zero, and it must be small compared with the energy scale on which \(\Sigma(E)\) varies, so that (13) applies and the extrapolation is meaningful. The expansion (13) fails where \(\Sigma(E)\) is not smooth: near the thresholds \(|\varepsilon_k|=\hbar\omega_0\) as \(T\to0\), and where a final energy meets a singularity of the density of states, such as the band edges of the chain. Near the upper threshold the step in \(f\) gives a term \(g^2\rho\ln(\hbar\omega_0-z)\). At a distance \(x\neq0\) from the threshold its imaginary part depends on \(\eta\) through \(\arctan(\eta/x)\), which is linear in \(\eta\) only for \(\eta\ll|x|\); exactly at the threshold it gives half the step at any \(\eta\). At a band edge of the chain, where \(\rho\) diverges as an inverse square root, the on-shell rate diverges if the weight of that channel in (8) is nonzero. This is a one-dimensional property: at a parabolic edge the density of states is a step in two dimensions and vanishes as a square root in three, and for constant \(g\) the rate stays finite. For the half-filled chain this weight is essentially \(n\) at both edges that a state in the band can reach, so the divergence fades as \(T\to0\).

Identifying \(\hbar\Gamma\) with a line width and \(1/\Gamma\) with an exponential decay time requires \(|R'|\), \(|R\,\Gamma'/\Gamma|\) and \(|\gamma'|\) to be small compared with one, since the derivation of (12) expands in these quantities. They are not sufficient, because the curvature terms dropped there, \(R''\gamma\) and \(\gamma''\gamma\), must be small too. In the one-phonon model of A.7 at \(y=0\), \(R\), \(R'\) and \(\gamma'\) all vanish, yet the pole \(y=-i\kappa_p\) obeys \(\kappa_p\sqrt{4t^2+\kappa_p^2}=g^2\). For \(\gamma=g^2/2t=t\) this gives \(\kappa_p=0.91\,\gamma\), two bound states outside the band carry about 29% of the weight, and the decay is not exponential. These conditions concern the second-order \(\Sigma\) only, and the \(g^4\) part of \(\Sigma\) must be small as well. If a code evaluates \(\Sigma\) at the shifted energy \(E^*\) instead of \(\varepsilon_k\), the static terms of A.4 move \(E^*\) and thereby change \(\gamma(E^*)\), at relative order \(g^2\). Equation (1) is a statement about the unshifted argument only.

## Values computed for the example and the checks

```
A. ring, hbar=1, per lam^2; beta = 2.6 eta = 0.4 phonon levels = 6
eps = [ 0.2 -0.9  1.4]  w(q=0,+1,-1) = [1.15 1.   1.3 ]
k=0 Sigma exact   = 0.33575-0.18353j
k=0 Sigma formula = 0.33575-0.18353j
k=1 Sigma exact   = -0.12434-0.35795j
k=1 Fan part      = 0.09532-0.35795j
k=1 tadpole = -0.33248, Debye-Waller = 0.11283
k=0 out rate: dynamics 0.22805, formula 0.22806
k=0 in rate:  dynamics 0.13900, formula 0.13900
k=0 out+in = 0.36706, -2 Im Sigma exact = 0.36706
B. chain: t = 1000.0 meV, hbar w0 = 50.0 meV, g = 100.0 meV, mu = 0
T = 300.0 K, eps_k = 30.0 meV, k = 1.58580 rad
hbar = 0.658212 meV ps, kT = 25.8520 meV, n = 0.16898
lambda = 2 g^2 rho(0)/hbar w0 = 0.06366
f(eps_k) = 0.23859
f(eps_k-w0) = 0.68431, f(eps_k+w0) = 0.04333
rho(eps_k-w0) = 1.59163e-04, rho(eps_k+w0) = 1.59282e-04 1/meV
2 pi g^2 rho: 10.0005 and 10.0080 meV
hbar Gamma out, emission = 3.6906 meV
hbar Gamma out, absorption = 1.6179 meV
hbar Gamma in, absorption = 1.1564 meV
hbar Gamma in, emission = 0.5070 meV
hbar Gamma_out = 5.3085 meV, hbar Gamma_in = 1.6634 meV
hbar Gamma total = 6.9719 meV, Gamma_in/Gamma = 0.23859
-2 Im Sigma at eta = 4 meV: 7.2889 meV
-2 Im Sigma at eta = 2 meV: 7.1337 meV
-2 Im Sigma at eta = 1 meV: 7.0537 meV
eta->0: Im Sigma = -3.4859 meV, -2 Im Sigma = 6.9719 meV
Re Sigma = -1.5190 meV
Gamma = 10.592 1/ps, tau = 94.41 fs
tau from out-scattering alone = 123.99 fs
T(K) eps(meV)  hbarG_out  hbarG_in  -2ImSigma (meV)
 300   -100      0.2488   11.9061   12.1549
 300    -30      1.6634    5.3085    6.9719
 300      0      2.9538    2.9538    5.9075
 300    100     11.9061    0.2488   12.1549
  10   -100      0.0000   10.0031   10.0031
  10     30      0.0000    0.0000    0.0000
  10    100     10.0031    0.0000   10.0031
dReSigma/dE = -0.0413, Z = 0.9603
Gamma'/Gamma = 0.00969 1/meV, leading deviation = -0.0560
g^2 x 1: FWHM = 6.5898 meV, FWHM/(hbar Gamma) - 1 = -0.0548
g^2 x 0.25: FWHM = 1.7187 meV, FWHM/(hbar Gamma) - 1 = -0.0139
g^2 x 0.0625: FWHM = 0.4342 meV, FWHM/(hbar Gamma) - 1 = -0.0035
empty band, T=0, eps_k=0, 1200 sites: golden rule 10.0031 meV
fitted hbar*rate: probability 10.003 meV, amplitude 5.002 meV
```
